# Unbiased Linear Growth Rates from Ion-Beam Height Spectra with Constant Background

## 1. The error to be removed

An ion beam roughens a surface, and the height spectrum at one wavenumber is recorded as a function of time. If the amplitude grows as \(e^{Rt}\), the spectrum should grow as \(e^{2Rt}\), and half the slope of its logarithm should give \(R\). For the growing mode treated below, whose true rate is 0.0050 s\(^{-1}\), this recipe returns 0.0036 s\(^{-1}\), because a constant background flattens the logarithm. Subtracting the background perfectly does not cure the fault: the result becomes 0.0056 s\(^{-1}\), because noise from the random arrival of ions also feeds the spectrum.

Both errors disappear if each mode is fitted with a signal term and a noise term whose coefficients are free in sign. The background then changes the two coefficients but not the rate. The price is that the fitted noise coefficient is no longer the physical noise strength.

## 2. The spectrum of one mode

Let \(h_{\mathbf q}(t)\) be the Fourier amplitude of the height, divided by the square root of the illuminated area. The spectrum \(S=\langle|h_{\mathbf q}|^2\rangle\) then has the unit nm\(^4\). For small slopes and constant flux,

\[
\frac{dh_{\mathbf q}}{dt}=R\,h_{\mathbf q}+\eta(t),\qquad
\langle\eta(t)\eta^*(t')\rangle=D\,\delta(t-t').
\]

Here \(R\) is the amplitude rate, and \(\eta\) is Gaussian, of zero mean and independent of the initial surface. A travelling ripple adds an imaginary part to the rate. That part multiplies \(h_{\mathbf q}\) by a phase, which leaves \(|h_{\mathbf q}|^2\) and the statistics of white noise unchanged, so \(R\) may be taken as real.

The solution is

\[
h_{\mathbf q}(t)=e^{Rt}h_{\mathbf q}(0)+\int_0^t e^{R(t-s)}\eta(s)\,ds .
\]

In the mean square the cross terms vanish, and the delta function removes one of the two time integrals:

\[
S(t)=S_0e^{2Rt}+D\int_0^t e^{2R(t-s)}ds
=S_0e^{2Rt}+D\,\varphi_R(t),
\]

\[
\varphi_R(t)=\frac{e^{2Rt}-1}{2R},\qquad \varphi_0(t)=t .
\]

Differentiation gives \(dS/dt=2RS+D\). For \(R<0\) the spectrum relaxes to \(D/(2|R|)\). For \(R>0\) the noise behaves at late times like an addition \(D/(2R)\) to the initial spectrum.

## 3. Where the background goes

Let the record be \(I(t)=S(t)+b\), with \(b\) unknown but constant. The definition of \(\varphi_R\) gives \(e^{2Rt}=1+2R\varphi_R(t)\), so

\[
I(t)=I_0+G\,\varphi_R(t),\qquad I_0=S_0+b,\qquad G=D+2RS_0 .
\]

The background enters \(I_0\) alone. \(G\) is the initial slope of the record.

Now take the two-term law without any background parameter,

\[
a\,e^{2Rt}+d\,\varphi_R(t)=a+(d+2Ra)\,\varphi_R(t).
\]

Equating the constant terms gives \(a=S_0+b\). Equating the coefficients of \(\varphi_R\) gives \(d+2R(S_0+b)=D+2RS_0\). Hence

\[
a=S_0+b,\qquad d=D-2Rb .
\]

The two-term law reproduces the record with the correct \(R\). A third, constant term would add nothing, since the three functions \(e^{2Rt}\), \(\varphi_R\) and 1 are linearly dependent.

The same dependence limits what can be learned. The replacements \(b\to b+\beta\), \(S_0\to S_0-\beta\), \(D\to D+2R\beta\) leave \(I(t)\) unchanged. For \(R\ne0\), the mean record of one mode therefore cannot separate noise from background; that takes independent knowledge of \(b\), \(S_0\) or \(D\). At \(R=0\) the slope of the record gives \(D\) directly, but \(S_0\) and \(b\) remain inseparable.

### Is the rate unique?

Take three times \(t_1<t_2<t_3\), and set \(\tau=t_2-t_1\), \(T=t_3-t_1\). Since \(dI/dt=Ge^{2Rt}\), the common factor \(Ge^{2Rt_1}\) cancels in

\[
\frac{I_3-I_2}{I_2-I_1}
=\frac{\int_\tau^T e^{2Rs}ds}{\int_0^\tau e^{2Rs}ds}.
\]

The derivative of the logarithm of the right side with respect to \(2R\) is the mean of \(s\) over \([\tau,T]\) minus its mean over \([0,\tau]\), both with weight \(e^{2Rs}\). This is positive, so the ratio increases with \(R\) and fixes it uniquely, provided \(G\ne0\). For equal spacing \(\Delta\), substituting \(s\to s+\Delta\) in the numerator gives

\[
R=\frac{1}{2\Delta}\ln\frac{I_3-I_2}{I_2-I_1}.
\]

This formula suits noise-free data; with noisy data all frames should be used.

## 4. The algorithm

For a trial \(R\), the model is linear in \(I_0\) and \(G\), and these can be eliminated. Write the record and \(\varphi_R\) at the measured times as vectors \(\mathbf I\) and \(\boldsymbol\varphi\), and let the subscript \(c\) denote subtraction of the time average. Minimizing over \(I_0\) gives \(I_0=\bar I-G\bar\varphi\), which leaves \(|\mathbf I_c-G\boldsymbol\varphi_c|^2\). Its minimum lies at

\[
G=\frac{\boldsymbol\varphi_c\cdot\mathbf I_c}{|\boldsymbol\varphi_c|^2},
\]

and the remaining sum of squares is

\[
|\mathbf I_c|^2-(\mathbf u_R\cdot\mathbf I)^2,\qquad
\mathbf u_R=\frac{\boldsymbol\varphi_c}{|\boldsymbol\varphi_c|}.
\]

Here \(\mathbf I_c\) could be replaced by \(\mathbf I\) because \(\mathbf u_R\cdot\mathbf 1=0\). The procedure for each mode is:

1. Evaluate \((\mathbf u_R\cdot\mathbf I)^2\) on a grid of rates and find the largest value.
2. Refine the maximum between the neighbouring grid points.
3. Compute \(G\) and \(I_0\), and if wanted \(a=I_0\) and \(d=G-2RI_0\).

Under \(\mathbf I\to c\,\mathbf I+\beta\mathbf 1\) the objective is multiplied by \(c^2\), so its maximum does not move. The estimate is thus unchanged when a constant is added to a given record or the record is rescaled, for noisy data too. A physical background still adds counting noise and so widens the scatter of the estimate (Section 6). Fixed statistical weights preserve this property if the averages and scalar products carry the same weights. Weights computed from the measured intensities depend on the background, and the argument then no longer applies.

Near \(R=0\), \(\varphi_R=t+Rt^2+\dots\) is smooth, and the rate is read from the curvature of the record. In computation \(e^{2Rt}-1\) should be evaluated by a function that avoids cancellation.

## 5. A growing mode in numbers

The model parameters are round values. Along the ripple wavevector,

\[
R(q)=Cq^2-Kq^4,\qquad C=0.4\ \mathrm{nm^2/s},\quad K=8\ \mathrm{nm^4/s}.
\]

The noise strength is \(D=0.004\) nm\(^4\)/s and the background is \(b=2\) nm\(^4\). The initial spectrum is \(S_0=s/(1+q^2\ell^2)^2\) with \(s=1\) nm\(^4\) and \(\ell=3\) nm. There are 61 frames over 300 s.

At \(q=0.16\) nm\(^{-1}\),

\[
R=0.4(0.0256)-8(0.00065536)=0.004997\ \mathrm{s^{-1}},\qquad
S_0=\frac{1}{(1.2304)^2}=0.6606\ \mathrm{nm^4}.
\]

The two-term fit should therefore give \(a=0.6606+2=2.6606\) nm\(^4\) and

\[
d=0.004-2(0.004997)(2)=-0.0160\ \mathrm{nm^4/s}.
\]

A direct nonlinear fit to the noise-free record returns these values and the correct rate. The negative "noise" is not a failure of the fit; it is the trace of the background.

It may seem natural to demand \(d\ge0\), since a noise strength cannot be negative. For this record the constraint drives \(d\) to zero and the rate to 0.00407 s\(^{-1}\), 19% below the true value. The trouble arises for growing modes with \(2Rb>D\). For a decaying mode \(d=D+2|R|b\) is positive, and the noise-free solution satisfies the constraint.

The logarithmic slopes of the opening can now be explained. From \(dS/dt=2RS+D\),

\[
\frac{d\ln I}{dt}=\frac{2RS+D}{S+b}=2R+\frac{D-2Rb}{S+b},\qquad
\frac{d\ln S}{dt}=2R+\frac{D}{S}.
\]

The first correction has the sign of \(d\), here negative; the second is positive. Straight-line fits over the 300 s give errors of −27% and +13% relative to the true rate.

The spectral law was also tested in real space. The height covariance matrix of a periodic line of 64 points, 2.5 nm apart, was integrated for 100 s from a white initial spectrum of unit level, with the same \(C\), \(K\) and \(D\). At three wavenumbers (0.079, 0.157 and 0.236 nm\(^{-1}\)) the spectra agreed with the formula within 0.6%. With \(b=2\) added (in the line's own units), the three-frame formula gave the rates within \(4\times10^{-5}\) s\(^{-1}\). A discretization error of this size is expected: the fourth-order difference used for the second derivative lowers \(q^2\) by the fraction \((q\,\Delta x)^4/90\), which at the largest wavenumber changes \(R\) by \(3.6\times10^{-5}\) s\(^{-1}\) to leading order.

## 6. Random errors

Let the record deviate from its mean by a small \(\delta\mathbf I\). Linearizing the fit about the true parameters gives the Jacobian

\[
J=\left[\ \mathbf 1,\ \boldsymbol\varphi,\ G\,\partial_R\boldsymbol\varphi\ \right],
\]

and the parameter shifts \((J^{T}J)^{-1}J^{T}\delta\mathbf I\). The third shift is \(\delta R=\mathbf g\cdot\delta\mathbf I\), where \(\mathbf g\) is the last row of \((J^TJ)^{-1}J^T\). Since this matrix times \(J\) is the identity,

\[
\mathbf g\cdot\mathbf 1=0,\qquad \mathbf g\cdot\boldsymbol\varphi=0,\qquad
G\,\mathbf g\cdot\partial_R\boldsymbol\varphi=1 .
\]

Moreover \(\mathbf g\) is a combination of the columns of \(J\). If \(\mathbf p\) is the part of \(\partial_R\boldsymbol\varphi\) orthogonal to both \(\mathbf 1\) and \(\boldsymbol\varphi\), these conditions give

\[
\mathbf g=\frac{\mathbf p}{G\,|\mathbf p|^2}.
\]

The response of the rate to an error in the data is thus inversely proportional to \(G\).

Two sources of scatter are included. First, a spectrum is averaged over a finite number \(M\) of independent modes, or speckles. When the same surface is followed in time, their fluctuations are correlated. For \(t_i\le t_j\), noise arriving after \(t_i\) is independent of \(h(t_i)\), so \(\langle h^*(t_i)h(t_j)\rangle=e^{R(t_j-t_i)}S(t_i)\). For complex Gaussian amplitudes the covariance of the intensities is the squared modulus of this correlation. Second, if \(\kappa\) is the number of counts per nm\(^4\) in one frame, the count has mean and variance \(\kappa I\), and dividing by \(\kappa\) leaves the variance \(I/\kappa\). Together,

\[
\Sigma_{ij}=\frac{e^{2R(t_j-t_i)}S(t_i)^2}{M}+\delta_{ij}\frac{I(t_i)}{\kappa}
\quad(t_i\le t_j),\qquad
\sigma_R^2=\mathbf g^{T}\Sigma\,\mathbf g .
\]

Without ion noise the speckle part vanishes from \(\sigma_R\). For \(D=0\) it equals \(S_0^2e^{2Rt_i}e^{2Rt_j}/M\), and \(\mathbf g\) is orthogonal to \(e^{2Rt}=1+2R\varphi_R\). Each speckle is then merely magnified, and an unusually bright start does not change the inferred rate. If each frame came from a separately prepared sample, the off-diagonal elements would be absent and this cancellation would be lost.

With \(M=2000\) and \(\kappa=20\,000\) counts/nm\(^4\), 200 simulated experiments at \(q=0.16\) nm\(^{-1}\) gave a scatter of \(3.4\times10^{-5}\) s\(^{-1}\), against a predicted \(3.6\times10^{-5}\). At \(q=0.30\) nm\(^{-1}\), where the mode decays, the scatter and the prediction were both \(2.0\times10^{-3}\) s\(^{-1}\). In both cases the mean rate lay within two standard errors of the mean from the true rate. The first-order formula does not exclude a smaller bias of second order in the data errors.

### The blind mode

The rate disappears from the mean record when

\[
G=D+2RS_0=0,\qquad\text{or}\qquad S_0=\frac{D}{2|R|}\quad(R<0).
\]

Such a mode starts at its stationary level, and its mean spectrum stays flat. In the example this happens at \(q=0.2447\) nm\(^{-1}\), where \(R=-0.0047\) s\(^{-1}\). At a wavenumber larger by 0.002 nm\(^{-1}\) the predicted error is 0.0049 s\(^{-1}\), nearly as large as the rate there, \(-0.0053\) s\(^{-1}\). The linearized error is then only a warning, not a reliable width. A different initial roughness moves the blind point.

## 7. From modes to a wavelength

One simulated experiment gave the following rates. The errors come from the formula above, evaluated with the true model parameters. In an experiment these are not all known: \(\Sigma\) contains \(S=I-b\), which the mean record does not determine (Section 3). At \(q=0.16\) nm\(^{-1}\), models with the same mean record, from \(D=0\) to \(S_0\approx0\), give errors from \(0.8\times10^{-5}\) to \(5.6\times10^{-5}\) s\(^{-1}\). The error bar, unlike the rate, needs an independent estimate of \(b\), \(S_0\) or \(D\).

| \(q\) (nm\(^{-1}\)) | Fitted \(R\) (s\(^{-1}\)) | True \(R\) (s\(^{-1}\)) |
|---|---|---|
| 0.08 | 0.00225 ± 0.00008 | 0.00223 |
| 0.12 | 0.00413 ± 0.00005 | 0.00410 |
| 0.16 | 0.00504 ± 0.00004 | 0.00500 |
| 0.20 | 0.00303 ± 0.00007 | 0.00320 |
| 0.26 | −0.0099 ± 0.0011 | −0.0095 |
| 0.30 | −0.0276 ± 0.0020 | −0.0288 |

The law \(R=Cq^2-Kq^4\) is linear in \(C\) and \(K\), so they follow from a linear fit with weights \(1/\sigma_R^2\):

\[
C=0.407\pm0.003\ \mathrm{nm^2/s},\qquad K=8.26\pm0.11\ \mathrm{nm^4/s}.
\]

Setting \(dR/d(q^2)=C-2Kq^2=0\) gives the fastest-growing wavelength

\[
\lambda_*=2\pi\sqrt{\frac{2K}{C}}=40.0\pm0.1\ \mathrm{nm},
\]

against a true value of 39.7 nm. The deviation is about 2.5 standard errors. Among the single modes, \(q=0.20\) nm\(^{-1}\) deviates most, by about two and a half standard errors. The deviations of \(C\), \(K\) and \(\lambda_*\) are not independent pieces of evidence, as all three come from the same six rates.

The relative error of the wavelength is smaller than that of \(K\) because

\[
\frac{\delta\lambda_*}{\lambda_*}=\frac12\left(\frac{\delta K}{K}-\frac{\delta C}{C}\right),
\]

and the errors of \(C\) and \(K\) are positively correlated: raising both can leave the well-measured growing rates nearly unchanged.

## 8. Errors that the fit does not remove

**Drifting background.** A change \(\delta\mathbf b\) shifts the rate by \(\mathbf g\cdot\delta\mathbf b\) to first order; a constant part drops out, and so does a part proportional to \(\varphi_R\), which changes only \(G\). Other shapes generally shift the rate. Suppose the background rises linearly by 1%, or 0.02 nm\(^4\), over the run. At \(q=0.16\) nm\(^{-1}\) both the formula and a new fit give a shift of \(-5.6\times10^{-6}\) s\(^{-1}\), about 0.1% of the rate. At \(q=0.30\) nm\(^{-1}\) the shift is \(-0.0040\) s\(^{-1}\), or 14% of \(|R|\) and twice the random error. There the decaying part of the signal is \(S_0-D/(2|R|)=0.305-0.069=0.236\) nm\(^4\), so the drift is 8% of it. At \(q=0.16\) nm\(^{-1}\) the record rises by 20 nm\(^4\), and the same drift is only 0.1% of that.

**Finite resolution.** A detector bin mixes wavevectors. Let \(q_x\) and \(q_y\) be the components along and perpendicular to the ripple wavevector, and let \(R=Cq_x^2-C_yq_y^2-K(q_x^2+q_y^2)^2\) with \(C_y=0.2\) nm\(^2\)/s. For a Gaussian resolution of rms width \(w=0.01\) nm\(^{-1}\) in each direction, the mean rate at \(q_x=0.16\) nm\(^{-1}\), \(q_y=0\) changes to leading order by

\[
\frac{w^2}{2}\left[(2C-12Kq_x^2)-(2C_y+4Kq_x^2)\right]
=-1.4\times10^{-4}\ \mathrm{s^{-1}}.
\]

Refitting the averaged record gives \(-1.3\times10^{-4}\) s\(^{-1}\). This is 2.6% of the rate and more than three times the random error, so more counting time would not help. The mean-rate formula matches the refit only because \(dR/dq_x\) nearly vanishes at this wavenumber. Elsewhere the bin holds a spread of rates of first order in \(w\), and the fitted rate is not their mean: at \(q_x=0.20\) nm\(^{-1}\) the mean rate changes by \(-2.4\times10^{-4}\) s\(^{-1}\), while the refit shifts by \(+2.0\times10^{-4}\) s\(^{-1}\). Away from the peak the averaged record itself must be refitted.

**Roughness damping.** X-ray intensity is proportional to \(S\) only for small roughness. The rms height of the model grows from 0.094 to 0.111 nm. A damping factor \(\exp(-q_z^2\sigma^2)\), with \(\sigma\) the rms height and \(q_z=1\) nm\(^{-1}\), shifts the rate at \(q=0.16\) nm\(^{-1}\) by \(-3.1\times10^{-5}\) s\(^{-1}\), or 0.6%. This estimate should not be carried over to weak modes. Beyond the damping factor, scattering from a rough surface combines pairs of wavevectors, and two ripple wavevectors add up to intensity near twice the ripple wavenumber. The spectrum itself is small there, as at \(q=0.30\) nm\(^{-1}\), so the error of the rate can be much larger.

**Nonlinear growth.** A term \((\lambda/2)|\nabla h|^2\) with \(\lambda=0.2\) nm/s was added in a simulation of a periodic square of side 480 nm, and 15 modes near the spectral peak were averaged. The noise was the same with and without the term. For a window of 300 s the fitted rates were 0.00460 and 0.00461 s\(^{-1}\), respectively. For 1500 s they were 0.0013 and 0.0048 s\(^{-1}\). These values belong to one realization of the noise. With only 15 modes the two 300 s rates share a random error of about 0.0004 s\(^{-1}\), so only their difference is meaningful to the digits shown, and the long nonlinear value varies by about 0.0002 s\(^{-1}\) between realizations. The long nonlinear record still yields a number, but that number is not the linear growth rate. The fit should therefore be repeated with earlier end times; a systematic change of \(R\) beyond its error shows that the assumed law does not hold over the whole window.

## 9. Relation to a real experiment

The model is meant for cases such as silicon rippled by argon ions of about 1 keV at oblique incidence and watched by grazing-incidence X-ray scattering, where wavelengths are tens of nanometres. Only the wavelength was matched to that range; the parameters are chosen, not measured. The flux of 1 ion/(nm\(^2\) s) equals \(10^{14}\) ions/(cm\(^2\) s), so the peak rate corresponds to an amplitude exponent of 0.05 per \(10^{15}\) ions/cm\(^2\). If independent impacts each remove a localized volume \(V\), then \(D\) is the flux times \(\langle V^2\rangle\), and the rms volume is 0.063 nm\(^3\), roughly three silicon atoms. That is on the high side for a sputter yield near one. The value of \(\lambda\) is also large, about ten times the erosion speed at that yield. A real background can drift, with the consequences sized above. In addition, the rate may change while the surface layer first becomes amorphous; this transient is not included, and frames taken during it should not enter the fit. The numerical output below gives the values at higher precision.

## Numbers as computed

```
INPUT: C=0.40 nm^2/s K=8.0 nm^4/s D=0.0040 nm^4/s
INPUT: background 2.0 nm^4, flux 1.0 /(nm^2 s)
INPUT: initial level 1.0 nm^4, length 3.0 nm
INPUT: 61 frames, 300 s, 2000 speckles, 20000 counts/nm^4
true wavelength 39.74 nm, peak rate 0.00500 1/s
peak rate per 1e15 ions/cm^2: 0.0500
rms volume removed per ion 0.0632 nm^3
lattice: max spectrum error 5.75e-03 (relative)
lattice: max three-frame rate error 3.51e-05 1/s
q=0.16 1/nm, noise-free record, true R 0.004997 1/s
  initial S 0.6606, first I 2.6606, last I 22.869 nm^4
  two-term fit: R 0.004997 1/s, a 2.6606 nm^4, d -0.01599 nm^4/s
  fit with d>=0: R 0.004066 1/s, d 2.2e-18 nm^4/s
  log-slope of raw record: R 0.003640 1/s
  log-slope, background removed: R 0.005627 1/s
200 runs q=0.16: mean R 0.005000, true 0.004997 1/s
  scatter 3.42e-05, predicted 3.64e-05 1/s
200 runs q=0.30: mean R -0.028708, true -0.028800 1/s
  scatter 1.99e-03, predicted 1.97e-03 1/s
one experiment: q (1/nm), fitted R, error, true R (1/s)
  0.08    0.00225  0.00008    0.00223
  0.12    0.00413  0.00005    0.00410
  0.16    0.00504  0.00004    0.00500
  0.20    0.00303  0.00007    0.00320
  0.26   -0.00988  0.00112   -0.00952
  0.30   -0.02759  0.00197   -0.02880
C 0.4071 +- 0.0034 nm^2/s, K 8.257 +- 0.107 nm^4/s
fitted wavelength 40.02 +- 0.11 nm
blind q 0.2447 1/nm, R there -0.00474 1/s
rate error at blind q + 0.002: 0.0049 1/s
1% background drift, q=0.16: R shift -5.55e-06 1/s
  first-order formula -5.56e-06 1/s
1% background drift, q=0.30: R shift -4.03e-03 1/s
q resolution 0.01 1/nm (rms): R shift -1.32e-04 1/s
rms height 0.094 nm at start, 0.111 nm at end; end slope 0.0192
roughness damping, q_z=1.0 1/nm: R shift -3.12e-05 1/s
nonlinear coefficient 0.2 nm/s, 15 modes averaged
  300 s window: R linear 0.00461, nonlinear 0.00460 1/s
  1500 s window: R linear 0.00479, nonlinear 0.00130 1/s
```
